# Admittance of a mesoscopic capacitor and the charge-relaxation resistance h/2e², part 2

A phase-coherent cavity exchanges charge with one reservoir (potential \(V\)) through a contact and faces a gate (potential \(V_g\)) across an insulator. The quantity sought is the admittance \(G(\omega)=I/(V-V_g)\). Units are \(\hbar=e=k_B=1\), so \(h=2\pi\), and time dependence is \(e^{-i\omega t}\).

A matrix \(W\), with one column for each of \(M\) channels, couples the cavity Hamiltonian \(H\) to a wide-band lead with occupation \(f(E)\) and Fermi energy \(\mu\). The interaction is one uniform mean-field potential \(\varphi\), with capacitance \(C=1/E_C\) to the gate. Electrons feel \(u=V-\varphi\), their number responds as \(\delta N=-\chi u\), and \(g=I/(V-\varphi)=-i\omega\chi\). With \(\mathcal G(E)=(E-H+i\pi WW^\dagger)^{-1}\), \(K(E,E')=W^\dagger\mathcal G^\dagger(E)\mathcal G(E')W\) and scattering matrix \(S\),
\[ \chi=\frac1\omega\int dE\,f(E)\,{\rm Tr}\,[K(E,E+\omega)-K(E-\omega,E)], \tag{1}\]
\[ S^\dagger(E)S(E')=1+2\pi i\,(E'-E)\,K(E,E'), \tag{2}\]
\[ g(\omega)=\frac1{2\pi}\int dE\,{\rm Tr}\,[1-S^\dagger(E)S(E+\omega)]\,\frac{f(E)-f(E+\omega)}{\omega}. \tag{3}\]
With \(\mathcal N=S^\dagger S'/2\pi i\) and \(\langle\cdot\rangle=\int dE\,(-f')(\cdot)\), low frequency gives
\[ \frac1g=\frac{i}{\omega C_q}+R_q+O(\omega),\qquad C_q=\langle{\rm Tr}\,\mathcal N\rangle,\qquad R_q=\pi\frac{\langle{\rm Tr}\,\mathcal N^2\rangle}{\langle{\rm Tr}\,\mathcal N\rangle^2}. \tag{4}\]
Screening enters through
\[ \frac1G=\frac1g+\frac{iE_C}{\omega}, \tag{5}\]
so \({\rm Re}(1/G)={\rm Re}(1/g)\). The low-frequency RC form is \(G=-i\omega C_\mu+\omega^2C_\mu^2R_q+O(\omega^3)\), with \(1/C_\mu=1/C+1/C_q\).

For one channel \(\mathcal N\) is the density of states \(\nu\), \(S=e^{i\theta}\), the delay is \(\tau=\theta'=2\pi\nu\), and at \(T=0\) \(R_q=\pi=h/2e^2\) whenever \(\nu(\mu)>0\). The example has level spacing \(\Delta\), contact transmission \(D=1-r^2\), \(z=e^{i\alpha}\) and \(\alpha=2\pi E/\Delta\), with \(E\) measured from a level:
\[ \nu=\frac{D/\Delta}{1-2r\cos\alpha+r^2}. \tag{6}\]

The numerical output at the end also lists earlier checks: cavities with random \(H\) and \(W\); \(\chi\) against a Kubo sum for a three-level cavity with a finite band; a real-time integration at \(T=0\) for one level of width \(\Gamma\) (`Gam`), \(0.3\,\Gamma\) above the Fermi energy, with \(E_C=2\Gamma\) and \(\omega=0.2\,\Gamma\); and a scan of the example over \(D\) and \(\mu\).

**Q.** How low must the frequency be?

**A.** At \(T=0\) the weight in (3) is \(1/\omega\) on \(\mu-\omega<E<\mu\). Put \(E=\mu+x-\omega/2\) with \(|x|<\omega/2\), let a bar denote the average over \(x\), so \(\bar x=0\) and \(\overline{x^2}=\omega^2/12\), and let \(a_k\) be the \(k\)-th derivative of \(\theta\) at \(\mu\). The phase difference is
\[ \delta=\theta(\mu+x+\tfrac\omega2)-\theta(\mu+x-\tfrac\omega2)=\omega a_1+\omega a_2x+\tfrac12\omega a_3x^2+\tfrac1{24}\omega^3a_3+\dots \]
Through \(\omega^4\), \(\bar\delta=\omega a_1+\omega^3a_3/12\), \(\overline{\delta^2}=\omega^2a_1^2+\omega^4(a_2^2/12+a_1a_3/6)\), \(\overline{\delta^3}=\omega^3a_1^3\), \(\overline{\delta^4}=\omega^4a_1^4\). With \(1-e^{i\delta}=-i\delta+\delta^2/2+i\delta^3/6-\delta^4/24\), write \(2\pi g=P-iY\):
\[ P=\tfrac12\omega^2a_1^2\Big[1+\omega^2\Big(\frac{a_2^2}{12a_1^2}+\frac{a_3}{6a_1}-\frac{a_1^2}{12}\Big)\Big],\qquad Y=\omega a_1\Big[1+\omega^2\Big(\frac{a_3}{12a_1}-\frac{a_1^2}{6}\Big)\Big]. \]
In \(P^2+Y^2\) the term \(P^2\) adds \(a_1^2/4\) to \(-a_1^2/3\), so \(P^2+Y^2=\omega^2a_1^2[1+\omega^2(a_3/6a_1-a_1^2/12)]\). Then \(1/g=2\pi(P+iY)/(P^2+Y^2)\). In the real part the \(a_3\) and \(a_1^2\) terms cancel. Defining \(C_q(\omega)\) by \({\rm Im}(1/g)=1/\omega C_q(\omega)\) and using \(a_1=2\pi\nu\),
\[ {\rm Re}\frac1g=\pi\Big[1+\frac{\omega^2}{12}\Big(\frac{\nu'}{\nu}\Big)^2\Big],\qquad C_q(\omega)=\nu\Big[1+\frac{\omega^2}{12}\Big(\frac{\nu''}{\nu}+4\pi^2\nu^2\Big)\Big]. \tag{7}\]
Both coefficients are checked symbolically and against (3). At this order the resistance is disturbed by the variation of the delay across the window, not by its size. For \(D=1\) the delay \(\tau=2\pi/\Delta\) is constant, the weight in (3) integrates to one at any temperature, and \(1-e^{i\omega\tau}=-2i\sin(\omega\tau/2)\,e^{i\omega\tau/2}\) gives \(1/g=\pi+i\pi\cot(\omega\tau/2)\). The real part is then \(\pi\) wherever \(g\neq0\). For \(D\to0\) the peak value of \(\nu\) approaches \(4/D\Delta\), so \(\omega\tau\ll1\) on a level needs \(\omega\ll D\Delta/8\pi\). With \(\mu\) on a level the limit \(\omega\to0\) must therefore be taken first, at fixed \(D>0\). Away from a level \(\tau\) vanishes with \(D\) while \(\nu'/\nu\) from (6) stays finite, so there it is enough that \(\omega\) be small against the distance to the nearest level.

**Q.** And temperature? The average of \(\nu^2\) is not the square of the average.

**A.** That is where the independence of \(D\) is lost. The weight \(-f'\) is positive and normalized, so \(\langle\nu^2\rangle-\langle\nu\rangle^2\) is a variance and (4) gives \(R_q\ge\pi\) for one channel, with equality at \(T>0\) when \(\nu\) is constant. The moments follow from the Fourier transform \(\langle e^{isx}\rangle=\pi Ts/\sinh\pi Ts\), \(x=E-\mu\), obtained by closing the contour over the double poles of \(f'\). Its expansion \(1-(\pi Ts)^2/6+7(\pi Ts)^4/360\) gives \(\langle x^2\rangle=\pi^2T^2/3\) and \(\langle x^4\rangle=7\pi^4T^4/15\). For smooth \(\nu\), \(\langle\nu^2\rangle=\nu^2+(\nu'^2+\nu\nu'')\langle x^2\rangle\) and \(\langle\nu\rangle^2=\nu^2+\nu\nu''\langle x^2\rangle\), so the ratio is \(1+(\nu'/\nu)^2\pi^2T^2/3\). Mixed terms are of order \(\omega^2T^2\), so to second order this adds to (7):
\[ R=\pi\Big[1+\Big(\frac{\nu'}{\nu}\Big)^2\frac{\omega^2+4\pi^2T^2}{12}\Big]. \tag{8}\]

For the opposite limit, \(D/|1-rz|^2=1/(1-rz)+1/(1-rz^*)-1\), as a common denominator shows, so \(\nu\Delta=1+2\sum_{n\ge1}r^n\cos n\alpha\). The thermal average multiplies harmonic \(n\) by \(y/\sinh y\) with \(y=2\pi^2nT/\Delta\), which is exponentially small once \(2\pi^2T\gg\Delta\). The constant terms remain: \(\langle\nu\rangle=1/\Delta\) and, since \(\cos^2\) averages to \(\tfrac12\), \(\langle\nu^2\rangle\Delta^2=1+2r^2/(1-r^2)=(2-D)/D\). Therefore
\[ R_q=\pi\frac{2-D}{D}=\frac{h}{e^2}\Big(\frac1D-\frac12\Big)=\frac h{e^2}\frac{1-D}{D}+\frac h{2e^2}. \tag{9}\]
The expected growth at small \(D\) returns, in a model that is still fully coherent, because electrons of different energy have different delays. The term \((1-D)/D\) has the form of the four-terminal Landauer resistance of the barrier. The crossover is under way by \(T\approx\Delta/2\pi^2\), well below \(\Delta\): with \(D=0.2\), \(\mu=0.1\Delta\) and \(T=0.05\Delta\), \(R_q=2.153\,h/e^2\), where (4) is checked against (3).

**Q.** Why insist on spin polarization?

**A.** Each spin is a channel. At \(T=0\), with \(\nu_n\ge0\) the eigenvalues of \(\mathcal N(\mu)\), (4) reads \(R_q=\pi\sum\nu_n^2/(\sum\nu_n)^2\). The cross terms in the denominator are non-negative, so \(R_q\le\pi\), and the Cauchy–Schwarz inequality \((\sum\nu_n)^2\le M\sum\nu_n^2\) gives \(R_q\ge\pi/M\). Equal delays give the lower bound, \(h/4e^2\) for a spin-degenerate channel. Unequal delays make \(R_q\) depend on the ratios of the \(\nu_n\) and through them on the transmissions. Four random two-channel cavities give 0.4173 to \(0.4295\,h/e^2\), inside the bounds 0.25 and 0.5.

**Q.** Can I see numbers for a concrete cavity?

**A.** Take round model parameters: \(\Delta=2\times10^{-4}\) eV, \(E_C=1\times10^{-4}\) eV, \(\mu=2\times10^{-5}\) eV above a level, \(\hbar\omega=2\times10^{-6}\) eV. These values illustrate the formulas only. The level width from (6) is about \(7\times10^{-6}\) eV at \(D=0.2\) and \(2\times10^{-5}\) eV at \(D=0.5\), well below \(E_C\), so a real cavity with these parameters would show Coulomb blockade at low temperature, which the mean-field model does not describe. Capacitances are in \(e^2/\)eV. For \(D=0.5\), \(r=0.7071\) and \(\alpha=2\pi\mu/\Delta=0.2\pi\), so (6) gives
\[ \nu=\frac{0.5/(2\times10^{-4})}{1.5-2(0.7071)\cos0.2\pi}=7025\ {\rm eV}^{-1},\qquad C_\mu=\frac1{10^{-4}+1/7025}=4126\ e^2/{\rm eV}, \]
which is 0.661 fF. One unit \(e^2/\hbar\) is \(2\pi\,e^2/h\), so the RC form gives \({\rm Im}\,G=-2\pi(2\times10^{-6})(4126)=-5.185\times10^{-2}\) and \({\rm Re}\,G=2\pi^2[(2\times10^{-6})(4126)]^2=1.344\times10^{-3}\) in \(e^2/h\). Equations (3) and (5) give \(1.351\times10^{-3}-5.191\times10^{-2}\,i\). The time constant \(R_qC_\mu\) is \(\pi\times4126.2=12963\ \hbar/\)eV, or 8.53 ps. With \(\nu'/\nu=-7.338\times10^4\ {\rm eV}^{-1}\), (7) gives \(R=0.5[1+(7.338\times10^4\times2\times10^{-6})^2/12]=0.50090\,h/e^2\), equal to the full value to these digits.

| \(D\) | \(C_\mu\) | \(R\), \(T=0\) | \(R\), low \(T\) | Eq. (8) | \(R\), high \(T\) |
|---|---|---|---|---|---|
| 0.2 | 2209 | 0.5015 | 0.5189 | 0.5159 | 4.500 |
| 0.5 | 4126 | 0.5009 | 0.5104 | 0.5098 | 1.500 |
| 0.9 | 4334 | 0.5001 | 0.5007 | 0.5007 | 0.611 |

Resistances are in \(h/e^2\). Low \(T\) is \(10^{-6}\) eV at the frequency above; high \(T\) is \(2\times10^{-4}\) eV with \(\omega\to0\), and it matches (9). At \(T=0\) the capacitance changes by a factor near two, and \(R_qC_\mu\) goes from 4.57 to 8.96 ps, while \(R\) stays within 0.0015 of \(\tfrac12\). The excess is largest for \(D=0.2\), although \(\omega\tau=0.0356\) is there the smallest of the three (0.0961 for \(D=0.9\)), as (7) requires, since \(|\nu'/\nu|=9.36\times10^4\ {\rm eV}^{-1}\) is the largest. For two spins at \(D=0.5\), equal positions give \(0.2500\,h/e^2\). With the Fermi energy \(8\times10^{-5}\) eV above the level of the second spin, \(\nu_\downarrow=945.5\ {\rm eV}^{-1}\) and \(R_q=0.5\,(7024.9^2+945.5^2)/(7024.9+945.5)^2=0.3954\,h/e^2\). The full set of values is in the numerical output below.

**Q.** For \(D=0.2\) at low \(T\), (8) gives 0.5159 against 0.5189. Is (8) wrong?

**A.** It misses about a sixth of the excess over \(\tfrac12\). Its coefficient is tested at smaller \(\omega\) and \(T\), and the next thermal order can be estimated. The variance gains \(\tfrac14\nu''^2(\langle x^4\rangle-\langle x^2\rangle^2)+\tfrac13\nu'\nu'''\langle x^4\rangle\), and dividing by \(\langle\nu\rangle^2\) adds \(-\nu'^2\nu''\langle x^2\rangle^2/\nu\). On the tail of a narrow level \(\nu\propto\mu^{-2}\), so \(\nu'/\nu=-2/\mu\), \(\nu''/\nu=6/\mu^2\), \(\nu'''/\nu=-24/\mu^3\). In units of \((\pi T/\mu)^4\) the three terms are \(9(\tfrac7{15}-\tfrac19)+16\cdot\tfrac7{15}-\tfrac{24}9=8\), against a leading term \(\tfrac43(\pi T/\mu)^2\). The ratio to the leading thermal term is \(6(\pi T/\mu)^2\approx0.15\) for \(T/\mu=1/20\). That term is \(0.5159-0.5015=0.0144\,h/e^2\), so the estimate adds about 0.0021, against a shortfall of 0.0030: the right sign and about 70% of the size. The finite width does not explain the remainder: with the exact derivatives of (6) the same term is 0.0020, slightly less than the tail estimate. The rest of the shortfall comes from higher thermal orders, about 0.0006, and from mixed terms in \(\omega\) and \(T\), about 0.0004.

**Q.** What lies outside the derivation altogether?

**A.** It assumed unitary scattering among the channels of \(W\), all fed at one potential with one occupation \(f\), so dephasing lies outside it. A second lead only adds columns to \(W\): (2) still holds for the full \(S\), but not for the block that returns to one lead, and the single-channel result no longer applies. It treated the interaction as one uniform mean-field potential, so it says nothing about Coulomb-blockade or Kondo correlations. A potential that varies across the cavity would replace \(u\) by a matrix that does not commute with \(\mathcal G\), and the resolvent step leading to (1) would not go through.

## Computed values

```
random cavities, 1 channel: max |R/(h/2e^2)-1| = 2.0e-07
random cavities, 2 channels: R from 0.4173 to 0.4295 h/e^2
chi scattering = 0.26106+0.27915i (model units)
Kubo rel. error: half-band 20: 6.2e-03, 40: 3.2e-03, extrapolated: 3.4e-04
real time (eps=0.3,Ec=2,w=0.2 Gam): R = 0.50488 h/e^2
scattering formula, same case:      R = 0.50488 h/e^2
scan D=0.02..1: max |R/(h/2e^2)-1| = 2.9e-07
scan D=0.02..1: Cq*Delta/e^2 from 0.0051 to 198.0
D=0.2, mu=0.1 Delta, kT=0.05 Delta: R = 2.1528 h/e^2
Delta = 2.0e-04 eV, Ec = 1.0e-04 eV, mu = 2.0e-05 eV
hbar w = 2.0e-06 eV, low kT = 1.0e-06 eV, high kT = 2.0e-04 eV
h/2e^2 = 12906.40 ohm
D = 0.2: r = 0.8944, nu = 2834.6 1/eV, nu'/nu = -9.3634e+04 1/eV
  C_mu = 2208.5 e^2/eV = 0.3538 fF, w*2pi*nu = 0.0356
  G full = 3.8897e-04 -2.7848e-02i e^2/h
  G RC   = 3.8513e-04 -2.7753e-02i e^2/h
  T=0: R = 0.50147, estimate 0.50146 h/e^2
  low T: R = 0.51886, estimate 0.51588 h/e^2
  high T, w->0: R = 4.50000, 1/D-1/2 = 4.50000 h/e^2
  Rq*C_mu = 6938.4 hbar/eV = 4.567 ps
D = 0.5: r = 0.7071, nu = 7024.9 1/eV, nu'/nu = -7.3381e+04 1/eV
  C_mu = 4126.2 e^2/eV = 0.6611 fF, w*2pi*nu = 0.0883
  G full = 1.3509e-03 -5.1914e-02i e^2/h
  G RC   = 1.3443e-03 -5.1852e-02i e^2/h
  T=0: R = 0.50090, estimate 0.50090 h/e^2
  low T: R = 0.51038, estimate 0.50976 h/e^2
  high T, w->0: R = 1.50000, 1/D-1/2 = 1.50000 h/e^2
  Rq*C_mu = 12963.0 hbar/eV = 8.532 ps
D = 0.9: r = 0.3162, nu = 7648.7 1/eV, nu'/nu = -1.9851e+04 1/eV
  C_mu = 4333.9 e^2/eV = 0.6944 fF, w*2pi*nu = 0.0961
  G full = 1.4834e-03 -5.4444e-02i e^2/h
  G RC   = 1.4830e-03 -5.4461e-02i e^2/h
  T=0: R = 0.50007, estimate 0.50007 h/e^2
  low T: R = 0.50070, estimate 0.50071 h/e^2
  high T, w->0: R = 0.61111, 1/D-1/2 = 0.61111 h/e^2
  Rq*C_mu = 13615.3 hbar/eV = 8.962 ps
two spins, D=0.5, mu_dn = 2e-05 eV: nu_dn = 7024.9 1/eV, R = 0.2500 h/e^2
two spins, D=0.5, mu_dn = 8e-05 eV: nu_dn = 945.5 1/eV, R = 0.3954 h/e^2
```
